\section*{Exposed area of touching spheres under a conformal coating}

\section{Result}

A sphere of radius $R$ touches $k$ equal spheres. All of them receive a film of the same thickness $t$, as in atomic layer deposition with every dose saturated. The exposed area $A(t)$ of the sphere is the part of its film surface that lies outside the films of its neighbours. Until the necks around two contacts meet,
\begin{equation}
A(t)=4\pi R^2+2\pi R(4-k)\,t+2\pi(2-k)\,t^2 ,
\label{eq:area}
\end{equation}
and therefore
\begin{equation}
A'(0)=2\pi R\,(4-k).
\label{eq:slope}
\end{equation}
The area at first rises for fewer than four neighbours and falls for more than four. At four it is stationary only in the sense of a vanishing initial slope: equation (\ref{eq:area}) then reads $A=4\pi R^2-4\pi t^2$, so the area falls at second order.

The spheres are taken as rigid and smooth, with point contacts. The film grows along the surface normal by the same amount everywhere, and the precursor molecules are treated as points. Spheres that do not touch the central one are assumed to be too far away for their films to reach it. Equal sizes, point contacts, point-like molecules and the absence of near neighbours are given up one at a time below; rigid, smooth spheres and saturated doses are kept throughout.

\section{First derivation: buried caps}

Growth by $t$ along the normal moves every point of a sphere outwards from its fixed centre. The coated sphere is a ball of radius
\begin{equation}
r=R+t ,
\end{equation}
and the film surface of the whole bed is the boundary of the union of such balls.

Take one contact. The two centres are $2R$ apart, and the balls have equal radii. A point on the surface of the first ball is at distance $r$ from its own centre. It is buried if its distance from the other centre is less than $r$, that is, if it lies beyond the mid-plane between the centres. This plane is at distance $R$ from each centre. It cuts from the first ball a cap of height
\begin{equation}
h=r-R=t .
\end{equation}

The area of a cap follows from integration over the polar angle $q$, measured from the line of centres. The rim lies at $q=\alpha$, where
\begin{equation}
\cos\alpha=\frac{R}{r},
\label{eq:alpha}
\end{equation}
so that
\begin{equation}
\int_0^{\alpha}2\pi r^2\sin q\,dq=2\pi r^2(1-\cos\alpha)=2\pi r(r-R)=2\pi r t .
\end{equation}
As long as the $k$ caps do not overlap, their areas add:
\begin{align}
A&=4\pi r^2-2\pi k\,r t \nonumber\\
&=4\pi(R^2+2Rt+t^2)-2\pi k(Rt+t^2) \nonumber\\
&=4\pi R^2+(8\pi R-2\pi kR)\,t+(4\pi-2\pi k)\,t^2 ,
\label{eq:caps}
\end{align}
which is equation (\ref{eq:area}). The directions of the contacts do not enter; they decide only how long the caps stay separate.

The linear term holds the competition. Free expansion gains $8\pi R$ of area per unit thickness, and each contact costs $2\pi R$. Their ratio is four. A point contact can cost area at first order because its neck opens quickly. The radius of the neck is
\begin{equation}
\rho=\sqrt{r^2-R^2}=\sqrt{2Rt+t^2},
\label{eq:rho}
\end{equation}
which starts as $\sqrt{2Rt}$, so the disc it encloses has an area $\pi\rho^2\simeq2\pi Rt$, linear in $t$.

\section{Second derivation: a moving front with edges}

The same law follows from the motion of the surface at one moment, without any cap being measured. Let the thickness $t$ play the part of time, so that each front moves along its normal at unit speed. Two processes change $A$.

The first is expansion. A surface element $r^2d\Omega$ grows at the rate $2r\,d\Omega$, which is $2/r$ times its area. The exposed surface as a whole therefore gains $2A/r$ per unit thickness.

The second is loss at the edges. The two fronts meet in a circular groove, and the groove sweeps over the exposed surface. Let $\hat z$ point from the centre of the sphere to that of the neighbour, and let $\hat e$ point from the line of centres to a point of the groove, at right angles to $\hat z$. The normal of the sphere's front at that point is
\begin{equation}
\hat n=\cos\alpha\,\hat z+\sin\alpha\,\hat e .
\end{equation}
By mirror symmetry the groove stays in the mid-plane, so its velocity is $\mathbf w=w\hat e$. It also stays on the front, which moves at unit normal speed. Hence $\mathbf w\cdot\hat n=1$, and $w=1/\sin\alpha$. A point carried along by the growing film moves with velocity $\hat n$. Relative to it, the groove moves with
\begin{align}
\mathbf w-\hat n
&=\left(\frac{1}{\sin\alpha}-\sin\alpha\right)\hat e-\cos\alpha\,\hat z \nonumber\\
&=\frac{\cos^2\alpha}{\sin\alpha}\,\hat e-\cos\alpha\,\hat z
=\cot\alpha\,(\cos\alpha\,\hat e-\sin\alpha\,\hat z).
\end{align}
The last bracket is a unit vector tangent to the sphere and pointing away from the contact. The groove thus eats into the exposed side at speed $\cot\alpha$. From equations (\ref{eq:alpha}) and (\ref{eq:rho}), $\cos\alpha=R/r$ and $\sin\alpha=\rho/r$, so $\cot\alpha=R/\rho$. The length of the groove is $2\pi\rho$, and the loss per contact is
\begin{equation}
2\pi\rho\,\frac{R}{\rho}=2\pi R .
\label{eq:loss}
\end{equation}
The groove lengthens and slows down in such a way that this product stays constant for as long as the necks are separate.

Gain and loss together give, since $dr=dt$,
\begin{equation}
\frac{dA}{dr}=\frac{2A}{r}-2\pi kR .
\label{eq:ode}
\end{equation}
Division by $r^2$ turns the first two terms into a derivative:
\begin{equation}
\frac{d}{dr}\left(\frac{A}{r^2}\right)=\frac{1}{r^2}\frac{dA}{dr}-\frac{2A}{r^3}=-\frac{2\pi kR}{r^2}.
\end{equation}
Integration gives $A/r^2=C+2\pi kR/r$. The groove speed diverges at $t=0$, so the starting value must be taken as a limit. As $t\to0$ the neck radius goes to zero, nothing is buried, and $A\to4\pi R^2$. This fixes $C=4\pi-2\pi k$, and
\begin{equation}
A=4\pi r^2-2\pi k r^2+2\pi kRr=4\pi r^2-2\pi k\,r(r-R),
\end{equation}
in agreement with the first line of equation (\ref{eq:caps}). The initial slope can be read from equation (\ref{eq:ode}) directly: with $A=4\pi R^2$ and $r=R$ it is $8\pi R-2\pi kR$.

\section{What each derivation assumes}

The cap argument uses only the final shape. It needs full spheres with known centres and a film of equal thickness, but no statement about how the film got there. It also shows what happens after the necks meet: the caps overlap, the overlap is subtracted twice, and equation (\ref{eq:area}) gives too small an area.

The front argument needs equal growth on both sides of each groove at every moment, and a separate argument for the singular start. In return it is local. The gain depends on the curvature of the exposed surface, and the initial loss depends on the shape near the contact alone. It therefore extends to smooth convex bodies that are not spheres. Suppose that both bodies are spherical with radius $R_c$ near the contact. At a small distance $s$ from the contact the gap between them is $2\times s^2/(2R_c)=s^2/R_c$. Two films of thickness $t$ close it where $s^2=2R_ct$, and the buried area on each body is $\pi s^2=2\pi R_ct$ to leading order. With $\kappa_1$ and $\kappa_2$ the principal curvatures, the initial slope vanishes at
\begin{equation}
k^*=\frac{1}{2\pi R_c}\int(\kappa_1+\kappa_2)\,dS .
\end{equation}
For a sphere the integral is $(2/R)\,4\pi R^2=8\pi R$, and $k^*=4$ returns. The number four thus belongs to equal spheres and not to touching bodies in general.

\section{Later course and range of validity}

The slope at finite thickness is
\begin{equation}
A'(t)=2\pi R(4-k)+4\pi(2-k)\,t .
\end{equation}
For $k=2$ the second term vanishes and $A=4\pi R(R+t)$ grows linearly. For $k=3$ the slope is $2\pi R-4\pi t$, so the initial rise ends at $t=R/2$ if the necks are still separate there.

Each cap has the angular radius $\alpha$. Two caps whose contacts subtend an angle $\theta$ at the centre of the sphere meet when $2\alpha=\theta$, which by equation (\ref{eq:alpha}) gives
\begin{equation}
t_{\rm m}=R\left(\frac{1}{\cos(\theta/2)}-1\right).
\label{eq:merge}
\end{equation}
Two neighbours cannot overlap each other, so their centres are at least $2R$ apart. Both are at distance $2R$ from the central sphere, hence $4R\sin(\theta/2)\ge2R$ and $\theta\ge60^\circ$. The earliest merging is at $0.1547R$. The turning point for $k=3$ is reached before any necks meet if $t_{\rm m}>R/2$ for every pair, or $\cos(\theta/2)<2/3$, which means angles above $96.4^\circ$. It is a local maximum. If the three contact directions do not lie in one plane, some directions stay free of neighbours at any thickness; the surface there grows as $r^2$, and the area eventually rises again after the necks have merged.

At $\theta=60^\circ$ merging has a second meaning. Three mutually touching spheres leave a triangular window whose centre is at distance $2R/\sqrt3=R/\cos30^\circ$ from each sphere centre. The window closes at the thickness at which the necks meet. In a close-packed bed every pore is entered through such windows, so the vapour supply ends there.

The film volume per sphere follows by integrating the area:
\begin{equation}
V(t)=4\pi R^2t+\pi R(4-k)t^2+\frac{2\pi}{3}(2-k)t^3 .
\end{equation}
Divided by the sphere volume, with $\tau=t/R$, this is $3\tau+\tfrac34(4-k)\tau^2+\tfrac12(2-k)\tau^3$. For $k=12$ and $\tau=0.1547$ it equals $0.4641-0.1436-0.0185=0.302$. The solid fraction of the bed rises from $0.7405$ to $0.7405\times1.302=0.964$, and $86\%$ of the original pore volume is filled. The remainder is sealed off.

Equation (\ref{eq:area}) is linear in $k$. For a bed of equal spheres, the mean area per sphere therefore follows from the mean contact number $\bar k$ as long as no necks have merged and no sphere is reached by the film of a neighbour it does not touch. The second condition can fail first. In a body-centred cubic bed the six second neighbours, at distance $4R/\sqrt3$, begin to bury area at $t=0.155R$, while the necks meet only at $0.225R$. At $t=0.2R$ the area is $0.32$ of the bare value, not the $0.48$ given by $k=8$. In a dense random bed many neighbours lie at small gaps, so there the area soon falls faster than $\bar k$ alone predicts. A cluster of $n$ spheres joined without closed loops has $n-1$ contacts, each shared by two spheres, so $\bar k=2-2/n$. Such an open aggregate gains area at first, while a close-packed bed loses it.

The area law was tested by placing 300\,000 points on the coated sphere and asking of each whether it lies inside a neighbour's film. For nine arrangements with between 1 and 12 contacts, at $t/R=0.04$, $0.08$ and $0.15$, the largest deviation from equation (\ref{eq:area}) was $7.6\times10^{-5}$ of the bare area.

\section{Example: alumina on silica spheres}

Let silica spheres of radius $50$ nm be coated with alumina from trimethylaluminium and water. Rough typical values are a growth of $0.1$ nm per cycle and a film density of $3$ g/cm$^3$. After 50 cycles $t=5$ nm, below the earliest merging thickness of $7.74$ nm. The bare area is $4\pi(50)^2=31\,416$ nm$^2$. Without neighbours it would grow to $4\pi(55)^2=38\,013$ nm$^2$, and each contact removes $2\pi\times55\times5=1728$ nm$^2$. For $k=6$ this leaves $38\,013-6\times1728\simeq27\,646$ nm$^2$, or $0.88$ of the bare area.

\begin{center}
\begin{tabular}{rrrr}
$k$ & $A'(0)$ (nm) & $A(5\,{\rm nm})/A(0)$ & last cycle (ag)\\
0 & 1257 & 1.210 & 11.4\\
2 & 628 & 1.100 & 10.4\\
3 & 314 & 1.045 & 9.8\\
4 & 0 & 0.990 & 9.3\\
6 & $-628$ & 0.880 & 8.3\\
12 & $-2513$ & 0.550 & 5.2
\end{tabular}
\end{center}

The last column is the mass gained per sphere in the fiftieth cycle. In the first cycle it is close to $31\,416\times0.1$ nm$^3$ times $3$ g/cm$^3$, or $9.4$ ag, for every $k$ in the table. In this model the contact number shows itself in the trend of the uptake and hardly at all in its first value. At $k=4$ the area has fallen by $4\pi t^2=314$ nm$^2$, one per cent, which is the second-order term at work.

\section{Corrections for real powders}

\textbf{Neighbours across a gap.} A neighbour whose surface is a distance $g$ away has its mid-plane at $R+g/2$. It buries nothing until $t=g/2$, and then a cap of height $t-g/2$ and area $2\pi r(t-g/2)$. Take three contacts and three neighbours at $g=2$ nm, placed so that no necks merge. The area rises to $1.010$ of its bare value at $t=1$ nm. There the three new caps begin to cost $2\pi r$ each, and the slope becomes
\begin{equation}
8\pi r-6\pi(2r-R)-6\pi r=6\pi R-10\pi r<0 .
\end{equation}
At $5$ nm the ratio is $0.913$, against $1.045$ for the three contacts alone. The contact number governs the first cycles, and near neighbours soon count as well.

\textbf{Unequal sizes.} Let all neighbours have radius $R_2$, and put $D=R+R_2$. The plane through the neck lies at a distance from the centre of the first sphere of
\begin{align}
\frac{D^2+(R+t)^2-(R_2+t)^2}{2D}
&=\frac{D^2+(R-R_2)(D+2t)}{2D}\nonumber\\
&=R+t\,\frac{R-R_2}{D}.
\end{align}
The cap height is $R+t$ minus this, or $2R_2t/D$. The initial cost per contact becomes $2\pi R\times2R_2/D$, and setting $k$ times this equal to $8\pi R$ gives
\begin{equation}
k^*=2\left(1+\frac{R}{R_2}\right).
\end{equation}
Neighbours of $40$ and $60$ nm radius move the threshold to $4.5$ and $3.67$.

\textbf{Sintered necks.} If the bare spheres already overlap in a sharp neck of radius $b$, the mid-plane is at $a=\sqrt{R^2-b^2}$ and the buried cap has area $2\pi r(r-a)$. Its derivative at $r=R$ is $2\pi(2R-a)$, so $k^*=4R/(2R-a)$. For $b=10$ nm this is $3.92$.

\textbf{Finite molecules.} A spherical molecule of radius $p$ touching the film has its centre at $r+p$ from the centre of the sphere, and it must stay on the near side of the mid-plane. The region closed to it is the cap with $\cos q>R/(r+p)$, of area $2\pi r^2[1-R/(r+p)]$. This cap widens with $t$, so every point that is accessible now was accessible before and carries the full film. With $x=p/R$, the derivative of the closed area at $r=R$ is
\begin{equation}
2\pi R\left[\frac{2x}{1+x}+\frac{1}{(1+x)^2}\right]=2\pi R\,\frac{1+2x+2x^2}{(1+x)^2},
\end{equation}
and the accessible area is initially stationary at
\begin{equation}
k^*=\frac{4(1+x)^2}{1+2x+2x^2}=4\left(1-\frac{x^2}{1+2x+2x^2}\right).
\end{equation}
The first-order terms cancel. For a rough molecular radius of $0.3$ nm the threshold is $3.9999$. The accessible area itself changes more: for $k=6$, $1.8\%$ of the bare surface is closed to the molecule. In the close-packed bed the molecule still passes the windows after 74 cycles, against 77 for a point molecule. The closed region stops growing, so a thin unfilled slit remains inside every neck. The filled shares of the pore volume listed in the output use the full-film volume and neglect these slits; for this molecule they are too high by a few per cent of the pore volume.

Set beside a real silica powder, the chosen growth per cycle and density are ordinary values, and the spheres resemble colloidal silica more than fumed silica, whose primary particles are much smaller. For $R=10$ nm the earliest merging would come at $1.5$ nm, after about 15 cycles, and the 50-cycle figures above would not apply. Of the departures sized here, near neighbours and unequal sizes alter the trend of the area most for the values chosen, while sintered necks mainly lower the starting area, by $4\%$ for four necks of $10$ nm radius. Either of the first two can change the trend expected from the contact number alone: three neighbours at a gap of $2$ nm turn the rise for three contacts into a fall after ten cycles, and a sphere with four contacts to neighbours of $40$ nm radius gains area at first instead of starting with zero slope. The model also takes every dose to saturate throughout the bed; where the vapour does not reach the deeper layers, the film is thinner, and the areas calculated for the full thickness do not apply there. The full set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (R = 1)
largest area error / bare area: 7.6e-05
largest initial-slope error / bare area: 2.7e-03
largest close-packed filling error: 9.7e-05
EXAMPLE INPUTS (rough typical values)
sphere radius 50 nm, growth 0.1 nm/cycle, 50 cycles, film 5.0 nm
film density 3.0 g/cm3, molecular radius 0.3 nm
bare sphere area: 31416 nm2
free-expansion gain 8 pi R: 1256.6 nm2 per nm
initial cost per contact 2 pi R: 314.2 nm2 per nm
neck radius after 1 cycle: 3.16 nm
neck radius after 50 cycles: 22.91 nm
buried cap per contact at 5 nm: 1728 nm2
k | slope nm2/nm | final area nm2 | final/bare | first, last cycle mass ag
 0 |   1256.6 |   38013 | 1.2100 | 9.444, 11.383
 1 |    942.5 |   36285 | 1.1550 | 9.439, 10.871
 2 |    628.3 |   34558 | 1.1000 | 9.434, 10.358
 3 |    314.2 |   32830 | 1.0450 | 9.429, 9.845
 4 |      0.0 |   31102 | 0.9900 | 9.425, 9.332
 6 |   -628.3 |   27646 | 0.8800 | 9.415, 8.307
12 |  -2513.3 |   17279 | 0.5500 | 9.387, 5.231
RANGE AND CLOSE-PACKED LIMIT
merging thickness / R at 60 degrees: 0.1547
merging thickness at 60, 90, 120 degrees: 7.74, 20.71, 50.00 nm
k=3 maximum: at 25.0 nm, area/bare 1.1250, needs angles above 96.4 degrees
window radius after 50 cycles: 2.74 nm
last full cycle before window closes, point molecule: 77
last full cycle after which the molecule still passes: 74
solid fraction bare: 0.7405
solid fraction at window closure: 0.9641
share of pore volume filled at closure: 0.8617
same share when the molecule is stopped: 0.8474
NEGLECTED EFFECTS
threshold k with finite molecule: 3.99986
k=6 exposed area closed to molecule, bare and at 5 nm: 1.79, 2.03 %
threshold k with initial neck radius 10 nm: 3.921
threshold k, neighbours of radius 40 and 60 nm: 4.500, 3.667
3 contacts + 3 neighbours at gap 2 nm: area/bare at 1 nm 1.0098, at 5 nm 0.9130
\end{verbatim}
